Tracing the Landau S-Curve at Fixed Displacement

A calculation of negative capacitance starts with a choice: which electrical variable is held fixed while the energy is minimized over the polarization? With the field fixed, the minimizer returns two branches and a jump between them. With the displacement fixed, the same minimizer can return the whole S-shaped curve, including the middle part on which the field falls as the displacement rises. The choice decides whether the negative slope appears at all.

**The model and its two energies**

Consider a uniaxial ferroelectric film between parallel plates, uniform in all directions. The polarization P, the field E and the displacement D are components along the film normal. The Landau energy density is

F(P) = aP²/2 + bP⁴/4, a < 0, b > 0.

All other dielectric response is linear, with permittivity ε = ε₀ε_b, so

D = εE + P.

Here D is also the free charge per area on a plate. If it is fixed, no charge flows and the source does no work. The energy to minimize is then F plus the background field energy εE²/2, with E = (D − P)/ε:

U(P; D) = F(P) + (D − P)²/(2ε).

If E is fixed instead, the source supplies the work ED per volume, which must be subtracted:

G(P; E) = F + εE²/2 − E(εE + P) = F(P) − EP − εE²/2.

The first derivatives with respect to P are

∂U/∂P = F′(P) − (D − P)/ε = F′(P) − E,
∂G/∂P = F′(P) − E.

Both problems therefore have the same stationary states, F′(P) = E. The second derivatives differ:

∂²U/∂P² = F″(P) + 1/ε, ∂²G/∂P² = F″(P).

At fixed D, an increase of P reduces the field that drives it. This feedback supplies the extra 1/ε and can turn a maximum of G into a minimum of U.

**One point by hand**

Choose a remanent polarization P_r = 20 uC/cm2, a coercive field E_c = 1.2 MV/cm, ε_b = 20 and a thickness of 10 nm. At E = 0 the nonzero solutions of aP + bP³ = 0 are P = ±P_r, with P_r² = |a|/b. The coercive field, derived below, is E_c = 2|a|P_r/(3√3). In SI units these give

a = −1.5588×10⁹ m/F, b = 3.8971×10¹⁰ m⁵/(F C²).

Now hold D = 5 uC/cm2 = 0.05 C/m² and start from P = 0. Each step moves P against the slope of U:

P_new = P − [aP + bP³ + (P − D)/ε]/L.

For L take the largest curvature of U in the range |P| ≤ 1.5P_r. Since F″ = a + 3bP² and bP_r² = |a|, this is

L = |a|(−1 + 3×2.25) + 1/ε = 5.75|a| + 1/ε = 1.4610×10¹⁰ m/F.

With ε = 1.771×10⁻¹⁰ F/m, the first slope is −D/ε = −2.824×10⁸ V/m. Dividing by −L gives P = 0.01933 C/m², or 1.933 uC/cm2. At this P the three terms of the slope are, in V/m,

aP = −0.301×10⁸, bP³ = 0.003×10⁸, (P − D)/ε = −1.732×10⁸.

Their sum is −2.031×10⁸ V/m, so P rises by 0.01390 C/m² to 3.322 uC/cm2. The fifth iterate is 5.513, the twentieth 6.625, and the limit 6.629 uC/cm2. The field there is

E = (0.05 − 0.06629)/(1.771×10⁻¹⁰) V/m = −0.920 MV/cm.

The displacement is positive and the field negative. The two curvatures at this state are

F″ = −1.559×10⁹ + 3bP² = −1.05×10⁹ m/F,
F″ + 1/ε = 4.60×10⁹ m/F.

The state is a minimum of U and a maximum of G. If the field were held at −0.920 MV/cm, the same descent with L = 5.75|a| would multiply a small deviation by 1 + 1.05/8.96 ≈ 1.12 per step, and P would leave.

**The algorithm in general**

Let s(P) be the slope of the chosen energy, U or G, and let L be at least as large as its greatest curvature in the range used.

1. Set the first control value and a starting P.
2. Repeat P ← P − s(P)/L until the change is negligible.
3. Record P, with E = (D − P)/ε at fixed D, or D = εE + P at fixed E.
4. Change the control value slightly and return to step 2, starting from the last P.

The map M(P) = P − s(P)/L has derivative 1 − s′(P)/L ≥ 0, so it preserves order. If P lies below a stationary point P*, then M(P) ≤ M(P*) = P*. An iterate can approach a stationary point but not pass it, so the descent cannot skip over a barrier. This is what makes a jump in a fixed-field sweep a property of the energy and not of an overlong step.

The iterates must also stay in the range where L is valid. At P = 1.5P_r, F′ = |a|P_r(−1.5 + 3.375) = 1.875|a|P_r, which is 5.85 MV/cm here. At fixed E the slope at this end is positive for any field below that value. At fixed D it is positive for D ≤ 1.5P_r = 30 uC/cm2. The lower end follows by symmetry. The map then keeps the interval inside itself, and the ordered, bounded iterates converge to a stationary point.

A start placed on a maximum would stay there. A sweep should therefore begin on a stable branch, such as P near −P_r.

**When fixed D gives a single state**

The smallest value of F″ is a, reached at P = 0. The curvature of U is thus at least

m = a + 1/ε,

which is positive if ε|a| < 1. Then U is convex and has one minimum for every D. In the example ε|a| = 0.276. The error shrinks at each step by at least the factor 1 − m/L = 0.72.

The minimum also has a closed form. Stationarity reads

bP³ + mP = D/ε.

Put P = k sinh u and use 4 sinh³u + 3 sinh u = sinh 3u. The two terms on the left have the ratio 4:3 needed by the identity if bk² = 4m/3, so k = 2√(m/3b). The left side becomes (mk/3) sinh 3u, hence

P = 2√(m/3b) sinh{⅓ asinh[(3D/(2εm)) √(3b/m)]}.

For 601 values of D between −30 and 30 uC/cm2, the relaxed states were tested against this expression and agreed within 10⁻¹¹ C/m². Upward and downward sweeps agreed within 10⁻¹² C/m²: the fixed-D trace has no hysteresis.

If ε|a| > 1, this no longer holds. At D = 0 the equation (m + bP²)P = 0 gains the solutions

P² = −m/b = P_r²[1 − 1/(ε|a|)],

which are minima, while P = 0 becomes a maximum. A fixed-D sweep then jumps too. With a held fixed, the change occurs at ε_b = 1/(ε₀|a|) = 72.45. For a different Landau polynomial the same argument applies with the smallest F″ in place of a: U is strictly convex if F″ + 1/ε > 0 for all P.

**Reading the S-curve**

Some points of the trace, with D and P in uC/cm2 and E in MV/cm, are:

D = 0: P = 0, E = 0
D = 5: P = 6.63, E = −0.920
D = 10: P = 12.12, E = −1.196
D = 15: P = 16.46, E = −0.827
D = 20: P = 20.00, E = 0
D = 25: P = 22.97, E = 1.144

Negative D follows by reversing all signs. The slope comes from dE = F″dP and dD = dP + εdE = (1 + εF″)dP:

dE/dD = F″/(1 + εF″).

The denominator is positive when ε|a| < 1, so the slope has the sign of F″. It also measures the curvature of the minimized energy U*(D). Because ∂U/∂P = 0 at the minimum, a change of P does not contribute to first order, and

dU*/dD = (D − P)/ε = E, d²U*/dD² = dE/dD.

Negative capacitance is thus a concave part of U*(D). At D = 0,

dE/dD = a/(1 + εa) = −1.5588×10⁹/0.724 = −2.153×10⁹ m/F.

The corresponding differential relative permittivity is (1 + εa)/(ε₀a) = ε_b + 1/(ε₀a) = 20 − 72.45 = −52.45. For 10 nm the capacitance per area is −4.64 uF/cm2.

The curve turns where F″ = 0, that is at P = ±P_s with P_s = P_r/√3 = 11.55 uC/cm2. There bP_s² = |a|/3, so at the positive point

E = P_s(−|a| + |a|/3) = −2|a|P_r/(3√3) = −E_c,
D = P_s − εE_c = 11.55 − 2.13 = 9.42 uC/cm2.

The segment |D| < 9.42 uC/cm2 has negative slope.

**The same film at fixed field**

A minimum of G needs F″ ≥ 0, so every state with |P| < P_s is lost. At E = −1 MV/cm, descent from +P_r ends at 15.21 uC/cm2 and descent from −P_r at −22.66 uC/cm2. The cubic F′(P) = E has no quadratic term, so its roots sum to zero and the third is P = 7.45 uC/cm2. It is the middle state, which fixed D would find and fixed E rejects. At −1.3 MV/cm both starts end at −23.31 uC/cm2, because the upper minimum has vanished.

At E = +E_c, use |a| = 3bP_s² and E_c = 2bP_s³ to factor the slope:

F′(P) − E_c = b(P³ − 3P_s²P − 2P_s³) = b(P + P_s)²(P − 2P_s).

The lower branch ends at the double root −P_s, and descent stops next at 2P_s. The jump is 3P_s = √3P_r = 34.64 uC/cm2, in P and in D alike since E is unchanged. Relaxation from −P_r at fields 0.01% below and above E_c gave a difference of 34.74 uC/cm2. The excess has a simple origin. Near its end, the lower branch obeys 3bP_s(P + P_s)² ≈ E_c − E, so P is still 0.09 uC/cm2 short of −P_s at the lower field.

The energy lost in the jump is the drop of G:

∫(E_c − F′)dP = bP_s⁴ ∫₀³ x²(3 − x)dx = (27/4)bP_s⁴ = (3/4)|a|P_r²,

where x = (P + P_s)/P_s and P_s⁴ = P_r⁴/9. Two jumps per cycle lose (3/2)|a|P_r² = 93.53 J/cm3. A sweep between ±2.4 MV/cm in 401 equal steps gave a loop area of 93.32 J/cm3. The step containing the jump has its midpoint at 1.197 instead of 1.2 MV/cm, and 2 × 0.003 MV/cm × 34.64 uC/cm2 accounts for the missing 0.2 J/cm3.

A global minimization at fixed field gives a third result. From G(P) − G(−P) = −2EP, the lowest state has P > 0 for E > 0 and P < 0 for E < 0. It jumps by 2P_r = 40 uC/cm2 at E = 0 and shows no hysteresis. Local minimization describes a uniform state that waits until its barrier disappears; global minimization describes equilibrium between uniform states.

**Fixed total charge is a weaker condition**

So far D was fixed and the film was kept uniform. Metal plates fix only the total charge, hence the lateral mean of D, and each plate is an equipotential. Let P vary along one lateral direction x but not through the thickness, and add a gradient energy g(∂P/∂x)²/2. The field is still uniform, and the energy per volume is

⟨F(P) + g(∂P/∂x)²/2⟩ + (⟨D⟩ − ⟨P⟩)²/(2ε).

Insert P = P₀ + η cos(πx/w) for a film of width w with free edges. The cosine has zero mean, so the last term does not change. With ⟨cos²⟩ = ⟨sin²⟩ = 1/2, the change to second order in η is

(η²/4)[F″(P₀) + gπ²/w²].

The stabilizing 1/ε is absent. The state P₀ = 0 is unstable for w > π√(g/|a|). With the rough value g = 5×10⁻¹⁰ m³/F this width is 1.78 nm.

A wider film can form two domains near ±P_r. Relative to these states the local energy is b(P² − P_r²)²/4. Since u² + v² ≥ 2uv, the wall energy per area is at least

σ = √(gb/2) ∫(P_r² − P²)dP = (4/3)P_r³√(gb/2) = 33.3 mJ/m²,

with P running from −P_r to P_r; the bound is reached when gradient and local energies are equal at each point. For w = 20 nm and mean D = 5 uC/cm2, the estimate is −|a|P_r²/4 + σ/w = −15.59 + 1.66 = −13.9 J/cm3. Direct minimization of a film divided into 200 cells gave −13.92 J/cm3, against −2.49 J/cm3 for the uniform state. The field was zero to the printed 0.0001 MV/cm, instead of −0.920 MV/cm. The wall moves to make ⟨P⟩ = ⟨D⟩, and as long as it stays well inside the film the field remains near zero and the negative slope almost vanishes. Closer to D = P_r the wall costs more energy than it saves, and the uniform state is lowest again.

**Beside a real film**

The remanent polarization, coercive field and thickness are rough values for ferroelectric hafnium-zirconium oxide films. Together with ε_b they imply a small-signal relative permittivity of ε_b + 1/(2ε₀|a|) = 56 at P_r, which should be compared with measurement before the model is applied to a particular film. Real films are polycrystalline and can switch through domains, so a measured coercive field need not be the Landau E_c used here. Uniformity is a decisive assumption: in the model, giving it up in a film 20 nm wide moves the field at D = 5 uC/cm2 from −0.920 MV/cm to zero.

Imperfect screening in the electrodes can also remove the negative slope seen at the terminals. A screening length λ in each adds a voltage λD/ε₀, so the terminal voltage divided by the thickness h is E + sD, with s = 2λ/(ε₀h). For a rough λ = 0.05 nm, s cancels about half of the negative slope at D = 0, and the coercive field of the uniform film seen at the terminals drops from 1.2 to 0.36 MV/cm. At λ = 0.1 nm, s would exceed the size of the negative slope and cancel it entirely. If E_c was itself taken from terminal data, this effect is already partly contained in it.

Other estimates are milder for the inputs assumed here. The fixed-field sweep reaches 2.4 MV/cm and the fixed-D trace 2.5 MV/cm, both below a rough breakdown field of 4 MV/cm. At 2.4 MV/cm, the zero-temperature Fowler–Nordheim formula for an assumed 2 eV barrier with mass 0.2 m_e gives 5×10⁻⁹ A/cm2, which would take about 6×10³ s to drain the plate charge at 2.4 MV/cm, 29.6 uC/cm2, at constant current. The thermal spread of electron energies at 300 K raises this current, and shortens the time, by a factor of between two and three; leakage through traps is left out and may be faster. The time depends exponentially on the assumed barrier and mass. At 300 K it is about 2×10³ s for the values above, about 10 s for a 1.8 eV barrier, and about 0.05 s for mass 0.1 m_e. Image-force lowering with an optical permittivity of 4.5 shortens it about threefold. Whether the charge can be held fixed for long at such fields therefore depends on the actual contact. If |a| falls linearly to zero at an assumed 700 K with b constant, E_c ∝ |a|^(3/2) drops from 1.2 MV/cm at 300 K to 0.95 MV/cm at 358 K. In a uniform cell 1.78 nm square and 10 nm thick, held at D = 0 and 300 K, the thermal spread of P is 0.57 uC/cm2, small beside P_r. This estimate leaves out lateral variations: at this width the cosine mode has just lost its quadratic restoring energy and fluctuates much more strongly. The numerical output lists these values with their inputs.

Numbers as computed

```
input remanent polarization P_r: 20.0 uC/cm2
input coercive field E_c: 1.20 MV/cm
input background permittivity: 20.0 (relative)
input thickness: 10.0 nm
Landau a: -1.5588e+09 m/F
Landau b: 3.8971e+10 m5/(F C2)
eps*|a| (must be < 1): 0.2760 (no unit)
critical background permittivity: 72.45 (relative)
step bound L at fixed D: 1.4610e+10 m/F
D = 5 uC/cm2, start P = 0, iterate 1: 1.9325 uC/cm2
D = 5 uC/cm2, start P = 0, iterate 2: 3.3224 uC/cm2
D = 5 uC/cm2, start P = 0, iterate 5: 5.5135 uC/cm2
D = 5 uC/cm2, start P = 0, iterate 20: 6.6249 uC/cm2
D = 5 uC/cm2, converged P: 6.6289 uC/cm2
fixed D: D, P (uC/cm2), E (MV/cm), U (J/cm3)
     0.000     0.000     0.000     0.000
     5.000     6.629    -0.920    -2.488
    10.000    12.117    -1.196    -8.078
    15.000    16.465    -0.827   -13.364
    20.000    20.000     0.000   -15.588
    25.000    22.974     1.144   -12.838
    30.000    25.546     2.515    -3.771
turning point |D|: 9.422 uC/cm2
turning point |P|: 11.547 uC/cm2
dE/dD at D = 0: -2.1532e+09 m/F
permittivity at D = 0: -52.45 (relative)
capacitance at D = 0: -4.64 uF/cm2
fixed E: E (MV/cm), P from -P_r, P from +P_r (uC/cm2)
    -1.300   -23.305   -23.305
    -1.000   -22.655    15.207
     0.000   -20.000    20.000
     1.000   -15.207    22.655
     1.300    23.305    23.305
jump of D at E_c, formula: 34.64 uC/cm2
jump of D across E_c, relaxed: 34.74 uC/cm2
loop loss, formula: 93.53 J/cm3
loop loss, field sweep: 93.32 J/cm3
rough gradient coefficient g: 5.0e-10 m3/F
widest uniform film at P = 0: 1.78 nm
wall energy, formula: 33.29 mJ/m2
20 nm film, D = 5: uniform U: -2.49 J/cm3
20 nm film, D = 5: two-domain U: -13.92 J/cm3
20 nm film, D = 5: two-domain E: 0.0000 MV/cm
rough screening length per electrode: 0.05 nm
share of negative slope cancelled: 0.525 
terminal coercive field, screened: 0.359 MV/cm
largest swept field: 2.40 MV/cm
rough breakdown field: 4.0 MV/cm
rough barrier 2.0 eV, mass 0.2 m_e
tunnel current, largest field: 5.1e-09 A/cm2
charge / tunnel current there: 5.8e+03 s
rough Curie-Weiss temperature: 700 K
E_c at 358 K: 0.949 MV/cm
thermal spread of P, D = 0, 300 K: 0.565 uC/cm2
```
